\section*{Leading Surface Correction to Film Resistivity from a Fermi-Surface Average}

\section{What the answer can look like}

A metal film of thickness $d$ has its normal along $z$ and carries current along $x$. Its bulk conductivity is $\sigma_0$, and carriers relax with one time $\tau$. How does the conductivity fall when the film is thick but not infinitely thick?

Linear response supplies two factors of $v_x$: the field feeds a carrier at a rate proportional to $v_x$, and the carrier contributes to the current in proportion to $v_x$. A diffuse surface destroys the memory of the field. A carrier leaving it regains that memory over a normal distance $|v_z|\tau$, so the affected fraction of the film is of order $|v_z|\tau/d$. Carriers moving up are affected at the bottom surface and carriers moving down at the top, which is why the absolute value appears. With $\sigma_0=e^2N\tau\langle v_x^2\rangle$, the leading change must therefore be
\begin{equation}
\delta\sigma=-c\,\frac{e^2N\tau^2}{d}\,\langle v_x^2|v_z|\rangle ,
\label{form}
\end{equation}
where $c$ is a pure number. Here $N$ is the density of states at the Fermi level per volume, with both spins and all bands, and
\begin{equation}
\langle F\rangle=\frac{\int d^3k\,\delta(\varepsilon-\varepsilon_F)F}
{\int d^3k\,\delta(\varepsilon-\varepsilon_F)} .
\label{avg}
\end{equation}
It remains to find $c$, the next terms, and the conditions.

\section{One group of carriers}

Take carriers of charge $-e$ in a field $\mathcal E$ along $x$. Write the distribution as $f=f_0+f_1$, with $f_0$ the equilibrium function. The steady Boltzmann equation, linear in $\mathcal E$, is
\begin{equation}
v_z\frac{\partial f_1}{\partial z}-e\mathcal E v_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{f_1}{\tau}.
\end{equation}
The second term is the force $-e\mathcal E$ times $\hbar^{-1}\partial f_0/\partial k_x=v_x\,\partial f_0/\partial\varepsilon$. Setting
\begin{equation}
f_1=-e\mathcal E\left(-\frac{\partial f_0}{\partial\varepsilon}\right)g
\end{equation}
and dividing by the common factor gives
\begin{equation}
v_z\frac{\partial g}{\partial z}+\frac{g}{\tau}=v_x .
\label{transport}
\end{equation}

Consider first four equally weighted velocities $(\pm v_x,\pm v_z)$. Let $s$ be the normal distance from the surface a carrier has just left. For upward motion $s=z$; for downward motion $s=d-z$ and $v_z<0$. In both cases $v_z\partial_z=|v_z|\partial_s$. A fully diffuse surface emits carriers without regard to $v_x$, so $g=0$ at $s=0$. With $\lambda=|v_z|\tau$ the solution is
\begin{equation}
g=v_x\tau\left(1-e^{-s/\lambda}\right),
\label{g}
\end{equation}
because the constant $v_x\tau$ solves the driven equation and the exponential solves the undriven one. Averaging over thickness,
\begin{equation}
\frac1d\int_0^d g\,ds=v_x\tau\left[1-\frac{\lambda}{d}\left(1-e^{-d/\lambda}\right)\right].
\label{one}
\end{equation}
The bracket is $\sigma(d)/\sigma_0$ for this group. For $d\gg\lambda$ it tends to $1-\lambda/d$, so $c=1$.

The opposite limit checks the solution. For $d\ll\lambda$,
\begin{equation}
\frac{\lambda}{d}\left(1-e^{-d/\lambda}\right)=1-\frac{d}{2\lambda}+\dots ,
\end{equation}
and the average of $g$ becomes $v_x\tau\,d/(2\lambda)=v_x\,d/(2|v_z|)$. The relaxation time has dropped out: a carrier is accelerated for half a crossing time on average.

\section{Any Fermi surface, and the symmetry it needs}

At temperatures low on the scale of the band energies, $-\partial f_0/\partial\varepsilon$ acts as $\delta(\varepsilon-\varepsilon_F)$. The current density is
\begin{equation}
j_x=-2e\int\frac{d^3k}{(2\pi)^3}v_xf_1=e^2\mathcal E N\langle v_xg\rangle .
\end{equation}
Two minus signs, from the charge and from the definition of $g$, have cancelled. Inserting (\ref{one}) state by state,
\begin{equation}
\frac{\sigma(d)}{\sigma_0}=1-\frac Ld+R,\qquad
L=\tau\,\frac{\langle v_x^2|v_z|\rangle}{\langle v_x^2\rangle},
\label{main}
\end{equation}
\begin{equation}
R=\frac{\tau}{d}\,\frac{\langle v_x^2|v_z|e^{-d/(|v_z|\tau)}\rangle}{\langle v_x^2\rangle}.
\end{equation}
Every exponential is positive and at most $e^{-d/\lambda_{\max}}$, where $\lambda_{\max}=\tau\max|v_z|$. Hence
\begin{equation}
0\le R\le\frac Ld\,e^{-d/\lambda_{\max}} .
\label{bound}
\end{equation}
Within this model the conductivity has no $d^{-2}$ term; what follows $L/d$ is exponentially small in thick films.

The step from four velocities to a general surface used a symmetry. Diffuse emission means only that the outgoing $g$ is independent of direction; it could be a nonzero constant. Likewise, collisions relax carriers toward the local density, which could differ from its bulk value. Both shifts vanish, and no current flows along $z$, if
\begin{equation}
\langle v_xF(v_z)\rangle=0\quad\text{for every function }F .
\label{sym}
\end{equation}
A mirror $v_x\to-v_x$ ensures this. So does a rotation axis along $z$: an in-plane vector left unchanged by a twofold or higher rotation is zero.

The resistivity is $1/\sigma(d)$ if there is also no transverse in-plane conductivity. The mirror guarantees that, and so does a threefold or higher axis, which makes the in-plane conductivity isotropic. With a twofold axis alone, (\ref{main}) still gives $\sigma_{xx}$, but the full in-plane tensor may have to be inverted.

What happens without (\ref{sym})? Near the bottom surface the upward carriers lack the part $v_x\tau e^{-z/\lambda}$ of $g$, which leaves a normal current proportional to the sum of $v_xv_ze^{-z/\lambda}$ over $v_z>0$. I evaluated this sum for the fcc band of the example below, 3 nm from the surface, relative to the sum of the absolute values of its terms. On a (111) film with the field along $[11\bar2]$ it is zero to numerical precision, as the threefold axis demands. On a (012) film with the field along $[02\bar1]$ it is $-0.077$. Charge must then build up until a field along $z$ stops the flow, and (\ref{main}) is incomplete.

\section{From conductivity to a figure of merit}

Let $\rho_0=1/\sigma_0$ and $a=L/d$. Inverting (\ref{main}),
\begin{equation}
\frac{\rho(d)}{\rho_0}=\frac1{1-a+R}=1+a+\frac{a^2-R(1+a)}{1-a+R}.
\label{inverse}
\end{equation}
To verify the last form, multiply by the denominator: $(1+a)(1-a+R)=1-a^2+R(1+a)$, and the added numerator restores 1. For thick films $R$ is exponentially small, so the next term in the resistivity is $\rho_0L^2/d^2$, and it comes from the inversion.

The coefficient of $1/d$ is
\begin{equation}
r=\rho_0L=\frac{1}{e^2N\tau\langle v_x^2\rangle}\,
\frac{\tau\langle v_x^2|v_z|\rangle}{\langle v_x^2\rangle}
=\frac{\langle v_x^2|v_z|\rangle}{e^2N\langle v_x^2\rangle^2}.
\label{r}
\end{equation}
The relaxation time cancels. A cleaner metal has a lower $\rho_0$ but a longer $L$, and the leading added resistivity $r/d$ is the same.

The overall scale of the band energies cancels too. Since $d^3k\,\delta(\varepsilon-\varepsilon_F)=dS/(\hbar|\mathbf v|)$ on the Fermi surface,
\begin{equation}
N\langle F\rangle=\frac{1}{4\pi^3\hbar}\int\frac{dS}{|\mathbf v|}F ,
\end{equation}
where the prefactor is $2/(2\pi)^3$ divided by $\hbar$. Multiplying numerator and denominator of (\ref{r}) by $N$ gives
\begin{equation}
r=\frac{4\pi^3\hbar}{e^2}\,
\frac{\int dS\,v_x^2|v_z|/|\mathbf v|}{\left(\int dS\,v_x^2/|\mathbf v|\right)^2}.
\label{area}
\end{equation}
Both numerator and denominator scale as velocity squared, so multiplying all velocities by one factor changes nothing. Doubling the number of identical sheets halves $r$. The average in (\ref{avg}) is thus weighted by $dS/|\mathbf v|$, not by bare area.

As a figure of merit, $r$ ranks surface terms, not total resistivities. Suppose metal B has the higher bulk resistivity and the smaller $r$. The linear law favours B when
\begin{equation}
d<\frac{r_A-r_B}{\rho_{0B}-\rho_{0A}},
\end{equation}
provided this thickness is still well above $\lambda_{\max}$ in both metals and both films meet the assumptions made here. A thickness well above $L$ is not enough: if a few carriers have long normal paths, the linear law can overestimate the surface term considerably even when $d\gg L$.

\section{Test on spheres and ellipsoids}

For a sphere with speed $v$, let $\mu=v_z/v$. Averaging over azimuth replaces $v_x^2$ by $v^2(1-\mu^2)/2$, so
\begin{equation}
\langle v_x^2|v_z|\rangle=\frac{v^3}{2}\int_0^1(1-\mu^2)\mu\,d\mu
=\frac{v^3}{2}\left(\frac12-\frac14\right)=\frac{v^3}{8}.
\end{equation}
With $\langle v_x^2\rangle=v^2/3$ this gives $L=\tfrac38v\tau$. In (\ref{area}) the integrals are $\pi k_F^2v^2/2$ and $4\pi k_F^2v/3$, hence
\begin{equation}
r=\frac{4\pi^3\hbar}{e^2}\,\frac{\pi/2}{16\pi^2/9}\,\frac1{k_F^2}
=\frac{9\pi^2\hbar}{8e^2k_F^2}.
\end{equation}
A larger Fermi sphere lowers $r$.

For an ellipsoid, $\varepsilon=\sum_i\hbar^2k_i^2/(2m_i)$, put $k_i=\sqrt{m_i}\,q_i$. The Jacobian is constant and the surface is a sphere in $\mathbf q$. Therefore $v_i=u_in_i$, where $u_i=\sqrt{2\varepsilon_F/m_i}$ and the unit vector $\mathbf n$ is uniformly distributed. The factor $u_x^2$ cancels from $L$:
\begin{equation}
L=\tfrac38\,\tau u_z .
\end{equation}
A heavy mass along the normal shortens $L$. Numerical integration for masses 0.6, 1 and 2 electron masses along $x,y,z$ and a Fermi energy of 5 eV gives $L/(\tau u_z)=0.37501$, against $3/8$.

\section{Test on a cube: orientation matters}

In a cubic crystal $\langle v_x^2\rangle$ is the same for every direction $x$, so $\rho_0$ does not depend on orientation. The mean $\langle v_x^2|v_z|\rangle$ does. An extreme case is a cubic Fermi surface with flat faces, all of whose velocities have magnitude $v$ and point along the cube axes.

\begin{itemize}
\item (001) film, current along [100]: no state has both $v_x$ and $v_z$ nonzero, so $L=0$.
\item (111) film: every state has $|v_z|=v/\sqrt3$, so $L=v\tau/\sqrt3$.
\item (110) film, current along [001]: the current-carrying states have $v_z=0$, so $L=0$.
\item (110) film, current along $[1\bar10]$: the current-carrying states have $|v_z|=v/\sqrt2$, so $L=v\tau/\sqrt2$.
\end{itemize}

The last two cases show why the current direction must be named. When the film is isotropic in its plane, one may replace $v_x^2$ by $(v_x^2+v_y^2)/2$.

\section{A worked fcc metal}

The model has two identical nearest-neighbour $s$ bands on an fcc lattice,
\begin{equation}
\varepsilon=-4t(c_xc_y+c_yc_z+c_zc_x),\qquad c_i=\cos(k_ia_0/2),
\end{equation}
with lattice constant $a_0=0.38$ nm, $t=0.2$ eV, $\varepsilon_F=-0.2$ eV and $\rho_0=5$ $\mu\Omega$\,cm. The averages for a (001) film with current along [100] are
\begin{align}
N&=106\ \mathrm{eV^{-1}nm^{-3}},\\
\langle v_x^2\rangle&=0.0404\times10^{12}\ \mathrm{m^2/s^2},\\
\langle v_x^2|v_z|\rangle&=0.0039\times10^{18}\ \mathrm{m^3/s^3}.
\end{align}
In SI units $e^2N=1.70\times10^{10}$, so (\ref{r}) reads
\begin{equation}
r=\frac{0.0039\times10^{18}}{1.70\times10^{10}\,(0.0404\times10^{12})^2}
=1.41\times10^{-16}\ \Omega\,\mathrm{m^2},
\end{equation}
or 14.1 $\mu\Omega$\,cm\,nm. Dividing by $\rho_0$ gives $L=2.8$ nm. The relaxation time follows from $\tau=\rho_0^{-1}/(e^2N\langle v_x^2\rangle)=29$ fs.

Two independent calculations support these values. A sum over a uniform grid in the Brillouin zone, with the delta function broadened to a Gaussian of width 0.02 eV, gives 14.05 instead of 14.06 $\mu\Omega$\,cm\,nm. Integrating (\ref{transport}) by finite differences across a film $20\lambda_{\max}$ thick, on a coarser mesh of this Fermi surface, reproduces the $L$ averaged on the same mesh to better than one part in $10^4$.

At fixed $\rho_0$ and $\tau$, orientation changes $r$ as follows:
\begin{center}
\begin{tabular}{lc}
Film and current & $r$ ($\mu\Omega$\,cm\,nm)\\
(001), [100] & 14.1\\
(110), [001] & 16.0\\
(111), in plane & 22.7\\
(110), $[1\bar10]$ & 26.1
\end{tabular}
\end{center}
The two low and two high values match the pattern of the cube. The Fermi surface does bulge toward the cube corners: its radius is $2\sqrt3\arccos(1/\sqrt{12})/a_0$ along [111], larger than $2\arccos(-3/8)/a_0$ along [100]. That a partly cubic shape accounts for the ordering is a plausible reading, not a proof.

\section{How far does the linear law reach?}

For the (001) film, in $\mu\Omega$\,cm:
\begin{center}
\begin{tabular}{ccc}
$d$ (nm) & $1/\sigma(d)$ & $\rho_0+r/d$\\
40 & 5.38 & 5.35\\
20 & 5.78 & 5.70\\
10 & 6.59 & 6.41\\
5 & 8.07 & 7.81
\end{tabular}
\end{center}
At 20 nm the linear law is 1.4\% low relative to the total resistivity, but it misses about 10\% of the increase over bulk. Equation (\ref{inverse}) accounts for this. With $a=0.1406$ and $R=0.0050$, the numerator is $0.0198-0.0057=0.0141$; dividing by $0.8644$ and multiplying by $\rho_0$ gives the missing $0.08$ $\mu\Omega$\,cm. The bound (\ref{bound}), with $\lambda_{\max}=12.5$ nm, allows $R$ up to 0.028, so at this thickness the exponential remainder is small but not negligible. The sign of the error is not fixed in general: it depends on whether $a^2$ exceeds $R(1+a)$.

\section{Relaxing the assumptions}

\textbf{Partly specular surfaces.} Let each surface reflect a fraction $p$ specularly, and let every state have a mirror partner with the same $v_x$, $|v_z|$ and weight. Write $g=v_x\tau(1-Ae^{-s/\lambda})$. The starting value is $p$ times the partner's value on arrival:
\begin{equation}
1-A=p\left(1-Ae^{-d/\lambda}\right)
\quad\Rightarrow\quad A=\frac{1-p}{1-pe^{-d/\lambda}} .
\end{equation}
In thick films $A\to1-p$, and the leading term is multiplied by $1-p$. At 20 nm, $p=0.2$ lowers $r/d$ from 0.70 to 0.56 $\mu\Omega$\,cm.

\textbf{Unequal relaxation times.} If $\tau$ varies over the Fermi surface, it stays inside the averages. The bulk conductivity is $e^2N\langle v_x^2\tau\rangle$ and the loss is $e^2N\langle v_x^2|v_z|\tau^2\rangle/d$, so
\begin{equation}
r=\frac{\langle v_x^2|v_z|\tau^2\rangle}{e^2N\langle v_x^2\tau\rangle^2}.
\end{equation}
A common scale of $\tau$ still cancels, but its variation does not. Equal mean free paths, $\tau\propto1/|\mathbf v|$, give 15.4 $\mu\Omega$\,cm\,nm, 9\% above the constant-$\tau$ value.

\textbf{Grain boundaries.} Carriers crossing a plane from one side give a ballistic conductance per area $G=e^2N\langle|v_x|\rangle/2$. A boundary with reflection probability $R_g$ transmits $1-R_g$. Subtracting the contact resistance $1/G$ from $1/[G(1-R_g)]$ leaves $R_g/[G(1-R_g)]$ per boundary. With one boundary per grain length $D$,
\begin{equation}
\Delta\rho_g\approx\frac{R_g}{(1-R_g)\,GD}.
\end{equation}
Assumed values $R_g=0.3$ and $D=20$ nm give 1.56 $\mu\Omega$\,cm, more than twice the surface term. This is an estimate: the formula takes the occupation of the arriving carriers to be independent of their direction, while a current in the grains favours carriers with large $|v_x|$, which meet boundaries more often. For these parameters the estimate errs on the low side, by roughly 15\%.

\textbf{Temperature.} If bulk resistivity is proportional to absolute temperature, warming from 300 to 380 K adds $5\times80/300=1.33$ $\mu\Omega$\,cm. If warming shortens all relaxation times by one common factor, this changes $\rho_0$, not $r$. Moving the Fermi level by $\pm k_BT$ at 380 K changes $r$ by about $\mp5\%$. The thermal window is even in energy, so linear changes of the averages cancel and the net effect is of second order.

\textbf{Size quantization.} In a 20 nm film each of the two identical bands has about 66 occupied subbands. Within one band their typical spacing, $\pi\hbar\langle v_z^2\rangle^{1/2}/d=0.021$ eV, is close to the level width $\hbar/\tau=0.023$ eV. Weighting by $v_x^2$, as the current does, replaces $\langle v_z^2\rangle^{1/2}$ by $L/\tau$, and the ratio of spacing to width becomes $\pi L/d=0.44$. The levels overlap at 20 nm, but without much margin. The spacing doubles at 10 nm and doubles again at 5 nm, so those rows of the table describe the semiclassical model, not a reliable prediction.

\section{Beside a real metal}

The lattice constant and bulk resistivity are roughly those of iridium, a candidate for narrow interconnects. The bands are not: iridium has several Fermi-surface sheets of mainly $d$ character, and its ranking of orientations cannot be read from this model. Its product of bulk resistivity and mean free path is roughly $4\times10^{-16}$ $\Omega\,$m$^2$; with the spherical factor $3/8$ this gives an $r$ of the same size as the model's. That places the example in the right regime without validating it. A film made of many grains also breaks the assumption of a single crystal. With the grain parameters above, and simple addition of the two mechanisms, the 20 nm resistivity rises from 5.8 to about 7.3 $\mu\Omega$\,cm, a low figure because the grain estimate is itself low. The value of $r$ measures only the surface term. The two terms can fall together: doubling the number of identical sheets halves $r$ and doubles $G$. But a change of film orientation can lower $r$ without lowering the grain-boundary term. A small $r$ therefore does not by itself ensure a low total resistivity when grain-boundary scattering is strong. The numerical output lists the values used here.

\section*{Computed values}
\begin{verbatim}
lattice constant: 0.38 nm
hopping energy: 0.20 eV
Fermi level from site energy: -0.20 eV
identical bands: 2
electrons per atom: 1.178
density of states: 106.07 /(eV nm^3)
mean vx^2: 0.0404 (10^6 m/s)^2
mean vx^2|vz|, (001): 0.0039 (10^6 m/s)^3
bulk resistivity: 5.00 microohm cm
relaxation time: 29.17 fs
correction length L, (001): 2.812 nm
largest normal path: 12.49 nm
r (001): 14.06 microohm cm nm
r (001), converted: 1.406 10^-16 ohm m^2
r (001), k-grid sum: 14.05 microohm cm nm
r (111): 22.66 microohm cm nm
r (110), current [001]: 15.96 microohm cm nm
r (110), current [1-10]: 26.07 microohm cm nm
ellipsoid L/(tau vz_max): 0.37501
marched L / averaged L: 1.000000
(001) film resistivities in microohm cm:
d=40 nm: full 5.377, linear 5.351
d=20 nm: full 5.784, linear 5.703
d=10 nm: full 6.589, linear 6.406
d=5 nm: full 8.066, linear 7.812
20 nm conductivity ratio: 0.86444
20 nm L/d: 0.14058
20 nm remainder R: 0.005021
20 nm bound on R: 0.028333
layer flow, (111): 1.4e-11
layer flow, (012): -7.7e-02
Neglected effects, 20 nm (001) film:
surface term r/d: 0.703 microohm cm
assumed grain reflection: 0.30
assumed grain size: 20 nm
grain-boundary term: 1.564 microohm cm
assumed specularity: 0.20
surface term with it: 0.562 microohm cm
warming 300 to 380 K: 1.333 microohm cm
r change at E_F - kT (380 K): 4.74 %
r change at E_F + kT (380 K): -4.73 %
r, equal mean free path: 15.36 microohm cm nm
occupied subbands, about: 66
subband spacing: 0.0208 eV
level width hbar/tau: 0.0226 eV
\end{verbatim}
